**Dopant profile below an implantation-mask edge**

The program tests $n(x,z)=\tfrac12 n_{\rm open}(z)\,\mathrm{erfc}[x/(\sqrt2 s)]$, where $x$ is the distance under the mask, $z$ the depth, $s$ the lateral straggle and $n_{\rm open}$ the density in a wide open area. It asserts that this formula agrees with a direct numerical sum over entry points, including the half-value at $x=0$. Further assertions cover the edge slope, the dopant under the mask, the junction positions and an opening of finite width. A random-walk model with a depth-dependent lateral spread gives edge ratios of 0.498 and 0.506, consistent with one half within the counting error. Quadrature confirms the tilted-beam formulas, and a finite-difference solution confirms the lateral broadening for constant diffusivity. For rough phosphorus-in-silicon parameters, the output puts the lateral junction at 122 nm. It also shows that a 7° tilt across the edge changes the edge ratio to 0.654 on one side and, with the shadow of a 500 nm mask, to 0.027 on the other. The heavy-tail junction and the density-dependent anneal are estimates of sensitivity, without assertions of their own.

## Numerical check

```python
"""Dopant profile below a straight implantation-mask edge.

Result under test: n(x,z) = n_open(z) * erfc(x/(sqrt(2)*s))/2, so the value
at the edge x=0 is half the open-area value at the same depth z.
The mask covers x>0; the region x<0 is open; the beam is normal to the surface.
s: lateral straggle, Rp: mean depth, dRp: depth straggle, Q: dose,
NB: background doping. Lengths are in nm and densities in nm^-3 internally.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcinv
from scipy.stats import laplace, norm

Rp, dRp, s = 130.0, 45.0, 40.0
dose_cm2, background_cm3 = 1e14, 1e16
Q = dose_cm2 * 1e-14
NB = background_cm3 * 1e-21
TO_CM3 = 1e21


def gauss(u, width):
    return np.exp(-0.5 * (u / width)**2) / (np.sqrt(2*np.pi) * width)


def n_open(z):
    return Q * gauss(z - Rp, dRp)


def n_formula(x, z):
    return n_open(z) * 0.5 * erfc(x / (np.sqrt(2) * s))


nodes, weights = np.polynomial.legendre.leggauss(100)


def n_summed(x, z, left=None):
    """Sum the 3D stopping density over all entry points in the opening."""
    if left is None:
        left = min(x, 0.0) - 9*s
    x0 = 0.5 * left * (1 - nodes)
    wx = -0.5 * left * weights
    y0, wy = 9*s*nodes, 9*s*weights
    r2 = (x - x0[:, None])**2 + y0[None, :]**2
    density = np.exp(-r2/(2*s**2) - (z - Rp)**2/(2*dRp**2))
    density /= (2*np.pi)**1.5 * s**2 * dRp
    return Q * (wx @ density @ wy)


# Profile, edge value and edge slope against the direct sum
for z in (60.0, Rp, 200.0):
    for x in (-80.0, -25.0, 0.0, 40.0, 110.0):
        assert abs(n_summed(x, z)/n_formula(x, z) - 1) < 1e-7
    assert abs(n_summed(0.0, z)/n_open(z) - 0.5) < 1e-8
step = 0.5
slope_num = (n_summed(step, Rp) - n_summed(-step, Rp)) / (2*step)
slope = -n_open(Rp) / (np.sqrt(2*np.pi) * s)
assert abs(slope_num/slope - 1) < 1e-4

# Dopant under the mask and dopant missing from the open side
under = s / np.sqrt(2*np.pi)
gained = quad(lambda x: n_summed(x, Rp)/n_open(Rp), 0, 8*s)[0]
missing = quad(lambda x: 1 - n_summed(x, Rp)/n_open(Rp), -8*s, 0)[0]
assert abs(gained/under - 1) < 1e-6
assert abs(missing/under - 1) < 1e-6

# Junction positions: roots of the summed profile against closed forms
def junction_x(z):
    return np.sqrt(2)*s*erfcinv(2*NB/n_open(z))


def junction_x_num(z):
    return brentq(lambda x: np.log(n_summed(x, z)/NB), 0, 6*s)


xj = junction_x(Rp)
for z in (80.0, Rp, 190.0):
    assert abs(junction_x_num(z) - junction_x(z)) < 1e-4
assert max(junction_x_num(Rp - 10), junction_x_num(Rp + 10)) < xj
zj_open = Rp + dRp*np.sqrt(2*np.log(n_open(Rp)/NB))
zj_edge = Rp + dRp*np.sqrt(2*np.log(n_open(Rp)/(2*NB)))
for x, expected in ((-9*s, zj_open), (0.0, zj_edge)):
    root = brentq(lambda z: np.log(n_summed(x, z)/NB), Rp, Rp + 6*dRp)
    assert abs(root - expected) < 1e-4

# Opening of finite width
window = 60.0
window_edge = 0.5*erf(window/(np.sqrt(2)*s))
window_centre = erf(window/(2*np.sqrt(2)*s))
for x, expected in ((0.0, window_edge), (-window/2, window_centre)):
    assert abs(n_summed(x, Rp, -window)/n_open(Rp) - expected) < 1e-8

# Random-walk ion paths: lateral spread is non-Gaussian and depends on depth
rng = np.random.default_rng(7)
ions, path_steps, step_nm, open_nm = 1_000_000, 30, 7.0, 600.0
angle, dx, depth = np.zeros(ions), np.zeros(ions), np.zeros(ions)
for _ in range(path_steps):
    angle += rng.normal(0, 0.2, ions)
    dx += step_nm*np.sin(angle)
    depth += step_nm*np.cos(angle)
stop_x = -open_nm*rng.random(ions) + dx
deep = depth > np.median(depth)
walk_ratio, walk_width = [], []
for group in (~deep, deep):
    xs = stop_x[group]
    # Far from both ends of the opening the density is the full open value
    open_density = np.sum((xs > -380) & (xs < -220)) / 160
    edge_density = np.sum(np.abs(xs) < 10) / 20
    walk_ratio.append(edge_density/open_density)
    walk_width.append(np.std(dx[group]))
    # Counting error of the ratio is about 0.006
    assert abs(walk_ratio[-1] - 0.5) < 0.025
assert walk_width[0] > 1.1*walk_width[1]

# Tilt across the edge and mask shadow
tilt, mask_nm = np.radians(7.0), 500.0
var_z = (dRp*np.cos(tilt))**2 + (s*np.sin(tilt))**2
cond_width = dRp*s/np.sqrt(var_z)


def tilt_mean(z):
    cov = (dRp**2 - s**2)*np.sin(tilt)*np.cos(tilt)
    return Rp*np.sin(tilt) + cov/var_z*(z - Rp*np.cos(tilt))


def tilted_density(x, z):
    along = x*np.sin(tilt) + z*np.cos(tilt)
    across = x*np.cos(tilt) - z*np.sin(tilt)
    return gauss(along - Rp, dRp)*gauss(across, s)


shadow = mask_nm*np.tan(tilt)
z_mean = Rp*np.cos(tilt)
for z in (z_mean, 190.0):
    total = quad(tilted_density, -500, 500, args=(z,), points=[0])[0]
    toward = quad(tilted_density, 0, 500, args=(z,))[0]/total
    away = quad(tilted_density, -500, -shadow, args=(z,))[0]/total
    mean = tilt_mean(z)
    assert abs(toward - norm.cdf(mean/cond_width)) < 1e-6
    assert abs(away - norm.cdf(-(mean + shadow)/cond_width)) < 1e-6
tilt_toward = norm.cdf(tilt_mean(z_mean)/cond_width)
tilt_away = norm.cdf(-(tilt_mean(z_mean) + shadow)/cond_width)

# Lateral diffusion during the anneal; D(n) = D*(1 + n/ni)
D_cm2s, time_s, enhancement, ni_cm3 = 1e-14, 10.0, 30.0, 1e19
Dt = D_cm2s*time_s*1e14
Dt_enh = Dt*enhancement
x_grid = np.linspace(-400, 400, 401)
h = x_grid[1] - x_grid[0]


def diffuse(beta, total_Dt, count=1500):
    u = 0.5*erfc(x_grid/(np.sqrt(2)*s))
    for _ in range(count):
        mid = 0.5*(u[1:] + u[:-1])
        flow = (1 + beta*mid)*np.diff(u)*total_Dt/count/h**2
        u[:-1] += flow
        u[1:] -= flow
    return u


s_plain = np.sqrt(s**2 + 2*Dt)
s_enh = np.sqrt(s**2 + 2*Dt_enh)
linear = diffuse(0.0, Dt_enh)
assert np.max(np.abs(linear - 0.5*erfc(x_grid/(np.sqrt(2)*s_enh)))) < 5e-4
# The same test must reject the unbroadened profile
assert np.max(np.abs(linear - 0.5*erfc(x_grid/(np.sqrt(2)*s)))) > 0.01
beta = n_open(Rp)*TO_CM3/ni_cm3
edge_nonlinear = diffuse(beta, Dt_enh)[200]
peak_enh = Q*gauss(0.0, np.sqrt(dRp**2 + 2*Dt_enh))
xj_enh = s_enh*norm.isf(NB/peak_enh)

# Other neglected effects
surface_loss = norm.cdf(-Rp/dRp)
mask_leak = norm.sf((mask_nm - Rp)/dRp)
xj_heavy = laplace.isf(NB/n_open(Rp), scale=s/np.sqrt(2))

print("Rough inputs, phosphorus in silicon near 100 keV:")
print(f"Rp = {Rp:.0f} nm, dRp = {dRp:.0f} nm, s = {s:.0f} nm")
print(f"dose = {dose_cm2:.1e} cm^-2, NB = {background_cm3:.1e} cm^-3")
print("Lateral profile at z = Rp: x, fraction of open value, density")
for x in (-80.0, -40.0, 0.0, 40.0, 80.0, 120.0):
    value = n_summed(x, Rp)
    print(f"x = {x:4.0f} nm: {value/n_open(Rp):.5f}, "
          f"{value*TO_CM3:.3e} cm^-3")
z2 = Rp + dRp
print(f"At z = {z2:.0f} nm: open {n_open(z2)*TO_CM3:.3e} cm^-3, "
      f"edge {n_summed(0.0, z2)*TO_CM3:.3e} cm^-3")
print(f"Edge slope at Rp = {slope*TO_CM3:.3e} cm^-3 per nm")
print(f"Open value / |edge slope| = {n_open(Rp)/abs(slope):.1f} nm")
print(f"Equivalent full-dose width under mask = {under:.2f} nm")
print(f"Dopant under mask = {dose_cm2*under*1e-7:.3e} per cm of edge")
print(f"Lateral junction at z = Rp: x = {xj:.1f} nm = {xj/s:.2f} s")
print(f"Junction depth, open area = {zj_open:.1f} nm")
print(f"Junction depth, below edge = {zj_edge:.1f} nm")
print("Random-walk paths (lateral spread depends on depth):")
for name, ratio, width in zip(("shallow", "deep"), walk_ratio, walk_width):
    print(f"{name} half: edge/open = {ratio:.3f}, spread = {width:.1f} nm")
print("Neglected effects:")
print(f"Gaussian part above surface = {100*surface_loss:.2f} %")
print(f"Mask: {mask_nm:.0f} nm thick, silicon-like range assumed")
print(f"Gaussian fraction through mask = {mask_leak:.0e}")
print(f"Tilt = {np.degrees(tilt):.0f} deg across the edge")
print(f"Mean lateral shift at z = {z_mean:.1f} nm: "
      f"{tilt_mean(z_mean):.1f} nm")
print(f"Mask shadow = {shadow:.1f} nm")
print(f"Edge/open, beam toward mask side = {tilt_toward:.3f}")
print(f"Edge/open, shadowed opposite edge = {tilt_away:.3f}")
print(f"Opening {window:.0f} nm: edge {window_edge:.3f}, centre "
      f"{window_centre:.3f} of wide-open value")
print(f"Same opening: edge/centre = {window_edge/window_centre:.3f}")
print(f"Lateral junction, Laplace tail of same s = {xj_heavy:.1f} nm")
print(f"Anneal: rough D = {D_cm2s:.0e} cm^2/s, t = {time_s:.0f} s")
print(f"Lateral width after plain anneal = {s_plain:.2f} nm")
print(f"Assumed transient enhancement = {enhancement:.0f} times")
print(f"Lateral width after enhanced anneal = {s_enh:.1f} nm")
print(f"Lateral junction after enhanced anneal = {xj_enh:.1f} nm")
print(f"Rough ni at anneal = {ni_cm3:.0e} cm^-3, peak/ni = {beta:.2f}")
print(f"Edge/open with D(n), lateral-only model = {edge_nonlinear:.3f}")
print("OK")
```

Output:

```
Rough inputs, phosphorus in silicon near 100 keV:
Rp = 130 nm, dRp = 45 nm, s = 40 nm
dose = 1.0e+14 cm^-2, NB = 1.0e+16 cm^-3
Lateral profile at z = Rp: x, fraction of open value, density
x =  -80 nm: 0.97725, 8.664e+18 cm^-3
x =  -40 nm: 0.84134, 7.459e+18 cm^-3
x =    0 nm: 0.50000, 4.433e+18 cm^-3
x =   40 nm: 0.15866, 1.407e+18 cm^-3
x =   80 nm: 0.02275, 2.017e+17 cm^-3
x =  120 nm: 0.00135, 1.197e+16 cm^-3
At z = 175 nm: open 5.377e+18 cm^-3, edge 2.689e+18 cm^-3
Edge slope at Rp = -8.842e+16 cm^-3 per nm
Open value / |edge slope| = 100.3 nm
Equivalent full-dose width under mask = 15.96 nm
Dopant under mask = 1.596e+08 per cm of edge
Lateral junction at z = Rp: x = 122.2 nm = 3.05 s
Junction depth, open area = 295.8 nm
Junction depth, below edge = 287.1 nm
Random-walk paths (lateral spread depends on depth):
shallow half: edge/open = 0.498, spread = 127.4 nm
deep half: edge/open = 0.506, spread = 51.8 nm
Neglected effects:
Gaussian part above surface = 0.19 %
Mask: 500 nm thick, silicon-like range assumed
Gaussian fraction through mask = 1e-16
Tilt = 7 deg across the edge
Mean lateral shift at z = 129.0 nm: 15.8 nm
Mask shadow = 61.4 nm
Edge/open, beam toward mask side = 0.654
Edge/open, shadowed opposite edge = 0.027
Opening 60 nm: edge 0.433, centre 0.547 of wide-open value
Same opening: edge/centre = 0.792
Lateral junction, Laplace tail of same s = 172.4 nm
Anneal: rough D = 1e-14 cm^2/s, t = 10 s
Lateral width after plain anneal = 40.25 nm
Assumed transient enhancement = 30 times
Lateral width after enhanced anneal = 46.9 nm
Lateral junction after enhanced anneal = 141.4 nm
Rough ni at anneal = 1e+19 cm^-3, peak/ni = 0.89
Edge/open with D(n), lateral-only model = 0.514
OK
```
